# Leg areas and minimum leg length of a thermoelectric couple

**Question**

I am working on an exercise about a thermoelectric couple: a p-leg and an n-leg of the same length \(L\), joined electrically in series and thermally in parallel. The first part asks me to choose the ratio of the cross-sections \(A_p/A_n\) so that \(Z=S^2/(RK)\) is as large as possible, and to show that

\[
Z=\frac{(S_p-S_n)^2}{\left(\sqrt{\rho_p\kappa_p}+\sqrt{\rho_n\kappa_n}\right)^2}.
\]

I can write down \(R\) and \(K\), but I don't see why square roots should appear.

The second part says "add contact resistance and find the minimum useful leg length". I added a resistance at each end of each leg, and \(Z\) simply grows with \(L\). There is no extremum, so where does a minimum length come from? And do I have to redo the area ratio once the contacts are in?

**Answer**

Your observation about the second part is correct: contact resistance alone does not select a length. A minimum appears once the couple is given a task. I will take a cooler that must hold a cold junction at \(T_c\) while the hot junction is at \(T_h\).

**The area ratio**

Take \(S_p>0>S_n\), and let the Seebeck coefficients \(S_i\), resistivities \(\rho_i\) and thermal conductivities \(\kappa_i\) be independent of temperature. No heat leaves through the sides of the legs. Write \(S=S_p-S_n\). Resistances in series add, and so do thermal conductances in parallel:

\[
R=L\left(\frac{\rho_p}{A_p}+\frac{\rho_n}{A_n}\right),\qquad
K=\frac{\kappa_pA_p+\kappa_nA_n}{L}.
\]

In the product the length cancels. With \(x=A_p/A_n\),

\[
RK=\rho_p\kappa_p+\rho_n\kappa_n+\frac{\rho_p\kappa_n}{x}+\rho_n\kappa_p\,x .
\]

A wide p-leg lowers its resistance but lets more heat through, hence the two competing terms. Complete the square in them:

\[
\frac{\rho_p\kappa_n}{x}+\rho_n\kappa_p x
=\left(\sqrt{\frac{\rho_p\kappa_n}{x}}-\sqrt{\rho_n\kappa_p x}\right)^2
+2\sqrt{\rho_p\kappa_p\,\rho_n\kappa_n}. \tag{1}
\]

The squared difference is never negative and vanishes at

\[
x_0=\sqrt{\frac{\rho_p\kappa_n}{\rho_n\kappa_p}} .
\]

What remains is a perfect square, which is where your square roots come from:

\[
(RK)_{\min}=\rho_p\kappa_p+\rho_n\kappa_n+2\sqrt{\rho_p\kappa_p\rho_n\kappa_n}=s_0^2,
\qquad s_0=\sqrt{\rho_p\kappa_p}+\sqrt{\rho_n\kappa_n}.
\]

So \(Z_0=S^2/s_0^2\), the required result. To compare it with the single materials, let \(z_i=S_i^2/(\rho_i\kappa_i)\). Since \(S_p=\sqrt{z_p}\sqrt{\rho_p\kappa_p}\) and \(-S_n=\sqrt{z_n}\sqrt{\rho_n\kappa_n}\),

\[
\sqrt{Z_0}=\frac{\sqrt{\rho_p\kappa_p}\,\sqrt{z_p}+\sqrt{\rho_n\kappa_n}\,\sqrt{z_n}}{\sqrt{\rho_p\kappa_p}+\sqrt{\rho_n\kappa_n}} .
\]

This is a weighted mean, so \(Z_0\) lies between \(z_p\) and \(z_n\): a good leg cannot lift the couple above its own value.

**What the cooler needs from Z**

Let \(y\) run along one leg from the cold end to the hot end, let \(J(y)=-\kappa A\,dT/dy\) be the conducted heat current, and let \(R_<(y)\) be the electrical resistance between the cold end and \(y\). In the steady state Joule heat adds to \(J\), so

\[
J(y)=J(0)+I^2R_<(y).
\]

Integrate over the leg. The left side gives \(-\kappa A\,\Delta T\), with \(\Delta T=T_h-T_c\). If the resistance is distributed symmetrically about the middle, then \(R_<(y)+R_<(L-y)=R_{\rm leg}\), and the integral of \(R_<\) is \(R_{\rm leg}L/2\). Therefore

\[
J(0)=-\frac{\kappa A}{L}\Delta T-\frac12I^2R_{\rm leg}.
\]

Half the Joule heat returns to the cold junction. This includes the heat made in thin contacts, provided that the two ends of the leg have equal contacts.

The current is directed so that the Peltier effect absorbs heat \(ST_cI\) at the cold junction. Subtracting what both legs bring back gives the cooling power

\[
Q_c=ST_cI-\tfrac12I^2R-K\Delta T .
\]

Setting \(dQ_c/dI=ST_c-IR=0\) gives \(I=ST_c/R\), and

\[
Q_{\max}=\frac{S^2T_c^2}{2R}-K\Delta T=K\left(\tfrac12ZT_c^2-\Delta T\right). \tag{2}
\]

The couple can cool at \(T_c\) only if

\[
Z>Z_{\rm req}=\frac{2\Delta T}{T_c^2}.
\]

Conversely, for a given \(Z\) the coldest junction follows from \(\tfrac12ZT_c^2+T_c-T_h=0\), whose positive root is

\[
T_c=\frac{\sqrt{1+2ZT_h}-1}{Z}.
\]

**Adding the contacts**

Let every leg end have the specific contact resistance \(r_c\), in \(\Omega\,\mathrm{m^2}\). Each leg has two contacts in series with it:

\[
R=\frac{\rho_pL+2r_c}{A_p}+\frac{\rho_nL+2r_c}{A_n}
=L\left(\frac{\rho_p+u}{A_p}+\frac{\rho_n+u}{A_n}\right),\qquad u=\frac{2r_c}{L}.
\]

The contacts act as an extra resistivity \(u\) that grows as the leg shrinks. I neglect their thermal resistance, so \(K\) is unchanged.

First keep the area ratio \(x_0\). Then

\[
RK=s_0^2+u\left(\frac1{A_p}+\frac1{A_n}\right)(\kappa_pA_p+\kappa_nA_n).
\]

The ratio \(x_0\) means \(A_p=c\sqrt{\rho_p/\kappa_p}\) and \(A_n=c\sqrt{\rho_n/\kappa_n}\) with a common factor \(c\). The last bracket becomes \(c\,s_0\), the first becomes \((\sqrt{\kappa_p/\rho_p}+\sqrt{\kappa_n/\rho_n})/c\), and \(c\) cancels:

\[
Z(L)=\frac{Z_0}{1+L_c/L},\qquad
L_c=\frac{2r_c}{s_0}\left(\sqrt{\frac{\kappa_p}{\rho_p}}+\sqrt{\frac{\kappa_n}{\rho_n}}\right). \tag{3}
\]

For legs with equal \(\rho\) and equal \(\kappa\) this reduces to \(L_c=2r_c/\rho\), the length of leg whose resistance equals that of its two contacts. Equation (3) also confirms that \(Z\) rises steadily with \(L\).

Now impose the task. Define

\[
m=\frac{Z_0}{Z_{\rm req}}=\frac{Z_0T_c^2}{2\Delta T}.
\]

The condition \(Z(L)>Z_{\rm req}\) reads \(1+L_c/L<m\), so for \(m>1\)

\[
L>L_{\min}=\frac{L_c}{m-1}. \tag{4}
\]

As \(m\) falls towards 1 the minimum length diverges: the materials barely suffice and can spare nothing for the contacts. For \(m\le1\) no length helps. For \(m\gg1\) the minimum is about \(L_c/m\), well below \(L_c\).

A different task gives a different minimum. If you ask instead that the couple keep at least a fraction \(f\) of \(Z_0\), equation (3) gives \(L\ge L_cf/(1-f)\), which is \(9L_c\) for \(f=0.9\).

**Redoing the area ratio**

The ratio \(x_0\) is no longer the best one when \(u>0\), unless \(\rho_p=\rho_n\). The minimization in (1) can be reused with \(\rho_i\to\rho_i+u\):

\[
x(u)=\sqrt{\frac{(\rho_p+u)\kappa_n}{(\rho_n+u)\kappa_p}},\qquad
(RK)_{\min}=s(u)^2,\qquad s(u)=\sqrt P+\sqrt Q,
\]

with \(P=\kappa_p(\rho_p+u)\) and \(Q=\kappa_n(\rho_n+u)\). The limit is reached when \(s(u)=G\), where \(G^2=S^2/Z_{\rm req}\). Square once to get \(2\sqrt{PQ}=G^2-P-Q\), and again to get

\[
G^4-2G^2(P+Q)+(P-Q)^2=0 .
\]

Put \(a=\rho_p\kappa_p\), \(b=\rho_n\kappa_n\) and \(d=\kappa_p-\kappa_n\). Then \(P+Q=a+b+(\kappa_p+\kappa_n)u\) and \(P-Q=a-b+d\,u\). Collecting powers of \(u\),

\[
d^2u^2-2Bu+C=0,
\]
\[
B=G^2(\kappa_p+\kappa_n)-d(a-b),\qquad C=(G^2-a-b)^2-4ab .
\]

Squaring may have introduced a false root, at which \(G=|\sqrt P-\sqrt Q|\). To sort the roots, note that \(m>1\) means \(G>s_0\), so \(C>0\). As \(s(u)\) increases from \(s_0\) without limit, one positive solution of \(s(u)=G\) exists. For \(d\neq0\) the product of the roots is \(C/d^2>0\), so the other root is positive too. There \(s(u)=\sqrt P+\sqrt Q>|\sqrt P-\sqrt Q|=G\), so it lies at larger \(u\). We want the smaller root:

\[
u=\frac{B-\sqrt{B^2-d^2C}}{d^2}=\frac{C}{B+\sqrt{B^2-d^2C}},\qquad
L_{\min}^{\rm re\text{-}opt}=\frac{2r_c}{u}. \tag{5}
\]

The second form of \(u\) also covers \(d=0\), where the equation is linear and \(u=C/(2B)\).

**Why you would not build at the minimum**

At \(L_{\min}\) the cooling power is zero: the couple holds \(T_c\) but removes no heat from a load. Consider the cooling power per total leg area, \(q\), at fixed ratio \(x_0\). With \(M=\tfrac12Z_0T_c^2\) and \(\bar\kappa=(\kappa_pA_p+\kappa_nA_n)/(A_p+A_n)\), equations (2) and (3) give

\[
q(L)=\frac{\bar\kappa}{L}\left(\frac{ML}{L+L_c}-\Delta T\right)=\bar\kappa\left(\frac{M}{L+L_c}-\frac{\Delta T}{L}\right).
\]

The derivative is \(\bar\kappa\,[\Delta T/L^2-M/(L+L_c)^2]\). It is positive while \((L+L_c)/L>\sqrt{M/\Delta T}=\sqrt m\) and negative for longer legs, so the maximum is at

\[
L_{\rm opt}=\frac{L_c}{\sqrt m-1}=(\sqrt m+1)\,L_{\min}. \tag{6}
\]

There \(L_{\rm opt}+L_c=\sqrt m\,L_{\rm opt}\). Inserting this and \(M=m\,\Delta T\),

\[
q_{\max}=\frac{\bar\kappa\,\Delta T}{L_{\rm opt}}(\sqrt m-1)=\frac{\bar\kappa\,\Delta T(\sqrt m-1)^2}{L_c}
=\frac{\bar\kappa\left(\sqrt M-\sqrt{\Delta T}\right)^2}{L_c}.
\]

Since \(m>1\), \(L_{\rm opt}\) is more than twice \(L_{\min}\). Below \(L_{\rm opt}\), shortening the legs lowers both \(Z\) and the cooling flux. Above it there is a trade: longer legs give a larger \(Z\) but less cooling per area. Note that \(x_0\) was chosen to maximize \(Z\), not the flux from a given total area.

**Numbers**

Take these round model parameters:

- \(S_p=200\) and \(S_n=-180\ \mathrm{\mu V/K}\), so \(S=380\ \mathrm{\mu V/K}\)
- \(\rho_p=12\) and \(\rho_n=7\ \mathrm{\mu\Omega\,m}\)
- \(\kappa_p=1\) and \(\kappa_n=2\ \mathrm{W/(m\,K)}\)
- \(r_c=10^{-9}\ \Omega\,\mathrm{m^2}\), \(T_h=300\) K, \(T_c=250\) K, total leg area \(1\ \mathrm{mm^2}\)

The best ratio is \(x_0=\sqrt{12\cdot2/(7\cdot1)}=1.852\). The p-leg is wider because it resists more and conducts heat less. Further,

\[
s_0^2=(3.464+3.742)^2\times10^{-6}=51.92\times10^{-6}\ \mathrm{V^2/K},
\]
\[
Z_0=\frac{(380\times10^{-6})^2}{51.92\times10^{-6}}=2.781\times10^{-3}\ \mathrm{K^{-1}} .
\]

This lies between \(z_n=2.314\) and \(z_p=3.333\), in the same unit of \(10^{-3}\ \mathrm{K^{-1}}\). Equal areas would give \(RK=(12+7)(1+2)\times10^{-6}=57\times10^{-6}\ \mathrm{V^2/K}\) and \(Z=2.533\times10^{-3}\ \mathrm{K^{-1}}\), which is 8.9% below \(Z_0\).

The task needs \(Z_{\rm req}=2\cdot50/250^2=1.600\times10^{-3}\ \mathrm{K^{-1}}\), so \(m=2.781/1.600=1.738\). Equation (3) gives \(L_c=0.2285\) mm, and then

\[
L_{\min}=\frac{0.2285\ \mathrm{mm}}{0.738}=0.310\ \mathrm{mm}.
\]

For re-optimized areas, \(G^2=90.25\times10^{-6}\ \mathrm{V^2/K}\). In SI units \(B=2.6875\times10^{-4}\), \(C=3.456\times10^{-9}\) and \(d^2=1\), so (5) gives \(u=6.509\ \mathrm{\mu\Omega\,m}\) and

\[
L_{\min}^{\rm re\text{-}opt}=\frac{2\times10^{-9}}{6.509\times10^{-6}}\ \mathrm{m}=0.307\ \mathrm{mm}.
\]

The best ratio has moved from 1.85 to 1.66, yet the minimum length drops by only 0.7%, from 0.3095 to 0.3073 mm. Equation (1), with \(\rho_i+u\) in place of \(\rho_i\), shows why: a wrong ratio costs the square of a difference that vanishes at the best ratio, so a moderate mismatch costs little. Here you can keep \(x_0\) and use (4). When \(\rho_p\) and \(\rho_n\) differ by a much larger factor, the best ratio moves further from \(x_0\) and (5) should be used.

The greatest cooling flux at fixed \(x_0\) occurs at \(L_{\rm opt}=0.2285\ \mathrm{mm}/0.3184=0.718\) mm, which is 2.32 times \(L_{\min}\). There \(R=36.37\ \mathrm{m\Omega}\), so the current is \(I=380\times10^{-6}\cdot250/0.03637=2.61\) A. The couple removes 30 mW from its \(1\ \mathrm{mm^2}\), or \(3.0\ \mathrm{W/cm^2}\).

With \(x_0\) fixed and the hot junction at 300 K, the length acts as follows:

| \(L\) (mm) | \(Z\) (\(10^{-3}\ \mathrm{K^{-1}}\)) | coldest junction (K) |
|---|---|---|
| 0.1 | 0.847 | 269.3 |
| 0.2 | 1.298 | 257.1 |
| 0.5 | 1.909 | 243.4 |
| 1.0 | 2.264 | 236.6 |
| 2.0 | 2.496 | 232.5 |

Perfect contacts would reach 227.8 K. The 250 K target is crossed between 0.2 and 0.5 mm, as (4) requires. At 2.0 mm, close to \(9L_c=2.06\) mm, the couple has about 90% of \(Z_0\). The numerical output below also gives both minimum lengths from a direct solution of the heat equation in the legs, and they agree with (4) and (5) to the digits shown.

**Where the result stops holding**

Here \(T_h\) and \(T_c\) are the temperatures at the leg ends. With a thermal resistance between the hot junction and its heat sink, the rejected heat makes the junction hotter than the sink. If you insert the sink temperature for \(T_h\), you make \(\Delta T\) too small and \(m\) too large, and (4) underestimates the minimum length. The effect is not small for short legs. At \(L_{\rm opt}\) in the example the electrical input is \(I^2R+S\Delta T\,I\approx0.30\) W for 30 mW of cooling, so the hot junction rejects about \(33\ \mathrm{W/cm^2}\), and each \(10^{-5}\ \mathrm{m^2K/W}\) of thermal resistance there warms it by about 3 K. A thermal resistance between the load and the cold junction leaves \(L_{\min}\) unchanged, since no heat is removed there, but it lowers the cooling flux. The lengths and the \(3.0\ \mathrm{W/cm^2}\) above are therefore ideal limits. Unequal contacts at the two ends of a leg spoil the half-and-half division of Joule heat. Material properties that vary noticeably between \(T_c\) and \(T_h\) require solving the heat equation with those variations, including the Thomson heat that a constant \(S\) removes.

## Calculated quantities

```
S_p, S_n = 200, -180 microvolt/K; S = 380 microvolt/K
rho_p, rho_n = 12, 7 microohm m
kappa_p, kappa_n = 1.0, 2.0 W/(m K)
r_c = 1.0e-09 ohm m^2 per contact
T_h, T_c, DeltaT = 300, 250, 50 K
total leg area = 1.0 mm^2
sqrt(rho_p kappa_p) = 3.4641 e-3 (V^2/K)^(1/2)
sqrt(rho_n kappa_n) = 3.7417 e-3 (V^2/K)^(1/2)
s0 = 7.2058 e-3 (V^2/K)^(1/2); s0^2 = 51.923 e-6 V^2/K
best area ratio x0 = 1.8516; numerical search 1.8516
z_p, z_n = 3.333, 2.314 e-3 /K
Z0 = 2.7810 e-3 /K; Z with equal areas = 2.5333 e-3 /K
loss of Z from equal areas = 8.91 percent
Z_req = 1.6000 e-3 /K
M = Z0 T_c^2/2 = 86.908 K; m = 1.7382; sqrt(m) = 1.3184
contact length L_c = 0.2285 mm
L_min at fixed x0 = 0.3095 mm; heat equation 0.3095 mm
G^2 = 90.250 e-6 V^2/K
B = 2.68750e-04 W V^2/(m K^2); C = 3.45606e-09 V^4/K^2
u = 2 r_c/L at the limit = 6.5087 microohm m
L_min re-optimized = 0.3073 mm; heat equation 0.3073 mm
area ratio at that length = 1.6554
gain in L_min from re-optimizing = 0.73 percent
L_opt (greatest flux, fixed x0) = 0.7176 mm; L_opt/L_min = 2.3184
k_bar = 1.3507 W/(m K)
greatest cooling flux = 2.996 W/cm^2
A_p, A_n = 0.6493, 0.3507 mm^2
at L_opt: R = 36.370 milliohm; K = 1.8822 mW/K
at L_opt: I = 2.612 A; Q_max = 29.963 mW
fixed x0: L (mm), Z (e-3 /K), coldest junction (K)
  0.1  0.8466  269.30
  0.2  1.2981  257.10
  0.5  1.9088  243.44
  1.0  2.2638  236.62
  2.0  2.4959  232.53
perfect contacts: coldest junction = 227.83 K
```
